# Duality and the Hall effect in two-phase conducting films, part 2

A thin film consists of patches of two conducting phases, $i=1,2$, much larger than the carriers' mean free path, with resistance-free boundaries. It is treated as a periodically repeated cell, and $\langle\cdot\rangle$ is the cell average. Any magnetic field $\mathbf B$ is along $+z$. The sheet current density and electric field obey $\mathbf j=(s+hJ)\mathbf E$, with $s=\sigma_{xx}>0$, $h=\sigma_{xy}=-\sigma_{yx}$, $J\mathbf F=(F_y,-F_x)$ and $J^2=-1$.

For curl-free $\mathbf E=\langle\mathbf E\rangle-\nabla\chi$ and divergence-free $\mathbf j$, both periodic like $\chi$,

$$\langle\mathbf E\cdot\mathbf j\rangle=\langle\mathbf E\rangle\cdot\langle\mathbf j\rangle-\langle\nabla\cdot(\chi\mathbf j)\rangle=\langle\mathbf E\rangle\cdot\langle\mathbf j\rangle. \tag{1}$$

The effective matrix $\Sigma$, defined by $\langle\mathbf j\rangle=\Sigma\langle\mathbf E\rangle$, is symmetric if $h_1=h_2=0$. Exchanging the phases (tilde) then gives, for an isotropic film with effective conductivity $\sigma_e$,

$$\sigma_e\,\tilde\sigma_e=s_1s_2 , \tag{2}$$

and Dykhne's $\sigma_e=\sqrt{s_1s_2}$ if exchange changes nothing. Without isotropy,

$$\det\Sigma\,\det\tilde\Sigma=(s_1s_2)^2 . \tag{3}$$

The computed results at the end test this for $s_1=4$, $s_2=1$ (arbitrary units), with equal areas of the phases.

Write $z_i=h_i+is_i$ and, for an isotropic film, $z_e=h_e+is_e$ with $s_e>0$. Mixing the fields as $\mathbf E'=a\mathbf E+bJ\mathbf j$, $\mathbf j'=c\,\mathbf j+dJ\mathbf E$, with real constants and $ac+bd>0$, produces another conducting film, in which $z_1$, $z_2$ and $z_e$ all change by

$$z'=\frac{cz+d}{a-bz}. \tag{5}$$

An isotropic film unchanged by exchange of its phases has

$$\boxed{\;h_e=\frac{s_1h_2+s_2h_1}{s_1+s_2},\qquad s_e=\sqrt{s_1s_2}\,\sqrt{1+\frac{(h_1-h_2)^2}{(s_1+s_2)^2}}\;} \tag{7}$$

### (f) Drop exchange symmetry and keep isotropy. The area fractions are arbitrary. Which values of $(h_e,s_e)$ are possible?

**Solution.** Look for a mixture that removes both Hall components, because the effective conductivity of a film without them is known to have none.

Let $h_1\ne h_2$. There is one circle through $z_1$ and $z_2$ with its centre $x_0$ on the real axis. Equal distances, $|z_1-x_0|^2=|z_2-x_0|^2$, mean $|z_1|^2-2x_0h_1=|z_2|^2-2x_0h_2$, so

$$x_0=\frac{|z_1|^2-|z_2|^2}{2(h_1-h_2)},\qquad R^2=(h_1-x_0)^2+s_1^2 . \tag{8}$$

The circle meets the real axis at $x_\pm=x_0\pm R$. In (5) choose $a=x_+$, $b=c=1$, $d=-x_-$:

$$w=\frac{z-x_-}{x_+-z},\qquad ac+bd=x_+-x_-=2R>0 .$$

A point on the upper half of the circle is $z=x_0+Re^{i\theta}$ with $0<\theta<\pi$. There

$$w=\frac{1+e^{i\theta}}{1-e^{i\theta}}=\frac{2\cos(\theta/2)}{-2i\sin(\theta/2)}=i\cot\frac\theta2,$$

where numerator and denominator were multiplied by $e^{-i\theta/2}$. So $w_1=ig_1$ and $w_2=ig_2$ with positive $g_1,g_2$. In the new film both phases are ordinary conductors without Hall components.

The effective matrix of the new film is symmetric. It is also isotropic, hence of the form $g_e+h'J$, and symmetry requires $h'=0$. Thus $w_e=ig_e$ with $g_e>0$. Solving $g_e=\cot(\theta_e/2)$ for $\theta_e$ between 0 and $\pi$ and going back to the original film gives $z_e=x_0+Re^{i\theta_e}$, that is,

$$\boxed{\;(h_e-x_0)^2+s_e^2=R^2\;} \tag{9}$$

The film lies on the part of the circle between the two phases. To show this, let $\mathbf E$ and $\mathbf j=g\mathbf E$ now be the fields in the Hall-free film, and let $g_{\min}$ and $g_{\max}$ be the smaller and larger of $g_1,g_2$. By (1),

$$g_e|\langle\mathbf E\rangle|^2=\langle g|\mathbf E|^2\rangle\ge g_{\min}\langle|\mathbf E|^2\rangle\ge g_{\min}|\langle\mathbf E\rangle|^2,$$
$$g_e|\langle\mathbf E\rangle|^2=\Big\langle\frac{|\mathbf j|^2}{g}\Big\rangle\ge\frac{|\langle\mathbf j\rangle|^2}{g_{\max}}=\frac{g_e^2|\langle\mathbf E\rangle|^2}{g_{\max}} .$$

The first line gives $g_e\ge g_{\min}$, the second $g_e\le g_{\max}$. Since $\cot(\theta/2)$ decreases steadily with $\theta$, $\theta_e$ lies between $\theta_1$ and $\theta_2$.

If $h_1=h_2=h$, the choice $a=c=1$, $b=0$, $d=-h$ removes the Hall components. Then $h_e=h$, and the arc becomes a vertical segment.

The circle is fixed by the two materials at the given magnetic field. Geometry and area fractions decide where on the arc the film lies. Measured $h_e$ and $s_e$ can thus test the two-phase description without knowledge of the pattern, if the film is isotropic and the phases are known.

### (g) How can the position on the arc be measured, and where is an exchange-symmetric film?

**Solution.** In the Hall-free film a natural measure is

$$t=\frac{\ln(g_e/g_1)}{\ln(g_2/g_1)},$$

which is 0 for pure phase 1 and 1 for pure phase 2. Exchanging the phases replaces $g_e$ by $g_1g_2/g_e$, by (2), and $t$ becomes

$$\frac{\ln(g_2/g_e)}{\ln(g_2/g_1)}=1-t .$$

A film unchanged by exchange has $t=1-t$, so $t=\tfrac12$ and $g_e=\sqrt{g_1g_2}$. Dykhne's square root thus returns in the Hall-free film, and (7) is its image in the original one.

Three other isotropic patterns were solved by finite elements. Their phases are those of part (i), electrons as phase 1 and holes as phase 2. The distance from the circle is relative to $R$.

| Pattern | Hole area | $t$ | Distance |
|---|---|---|---|
| Hole islands | 25 % | 0.207 | $4\times10^{-5}$ |
| Electron islands | 75 % | 0.793 | $1\times10^{-5}$ |
| Hole islands | 50 % | 0.424 | $7\times10^{-5}$ |

The first two patterns are exchanged copies of each other, and their values of $t$ add up to 1. In the third the areas are equal, but the holes form separate islands in a connected electron region. Exchange changes this film, and $t$ differs from $\tfrac12$. Equal areas alone do not give (7).

### (h) Let phase 1 carry electrons and phase 2 holes, each with a Drude conductivity. Find the magnetoresistance and the Hall resistance of an isotropic, exchange-symmetric film.

**Solution.** Let a carrier have charge $\eta e$ with $\eta=\pm1$, mobility $\mu$ and density $n$. For $\mathbf B$ along $+z$, $\mathbf v\times\mathbf B=BJ\mathbf v$, and the steady drift velocity obeys

$$\mathbf v=\eta\mu(\mathbf E+BJ\mathbf v)\quad\Rightarrow\quad(1-\eta\mu BJ)\mathbf v=\eta\mu\mathbf E .$$

Because $J^2=-1$ and $\eta^2=1$, $(1-\eta\mu BJ)(1+\eta\mu BJ)=1+\mu^2B^2$. With $\mathbf j=\eta en\mathbf v$ and the zero-field conductivity $\sigma^0=en\mu$,

$$s=\frac{\sigma^0}{1+\mu^2B^2},\qquad h=\eta\mu B\,s . \tag{10}$$

Inverting the local law, $\mathbf E=(s-hJ)\mathbf j/(s^2+h^2)$, so

$$\rho_{xx}=\frac{s}{s^2+h^2}=\frac1{\sigma^0},\qquad \rho_{yx}=\frac{h}{s^2+h^2}=\frac{\eta\mu B}{\sigma^0}.$$

Neither phase has any magnetoresistance by itself.

For the film it is convenient to work with resistivities. Take $a=c=0$ and $b=d=1$ in (5), so that $ac+bd=1$ and

$$z'=-\frac1z=\frac{-h+is}{s^2+h^2}=-\rho_{yx}+i\rho_{xx}.$$

The film with $z'$ has the same pattern and is isotropic and exchange-symmetric as well, so (7) applies to it. Every $s$ is replaced by $\rho_{xx}$ and every $h$ by $-\rho_{yx}$. The minus sign drops out of the square in $s_e$ and cancels on both sides of the formula for $h_e$.

For electrons, $\eta_1=-1$, and for holes, $\eta_2=+1$. The difference of the Hall resistivities divided by the sum of the resistivities is, apart from sign,

$$\frac{\mu_1B/\sigma^0_1+\mu_2B/\sigma^0_2}{1/\sigma^0_1+1/\sigma^0_2}=\mu_*B,\qquad \mu_*=\frac{\sigma^0_2\mu_1+\sigma^0_1\mu_2}{\sigma^0_1+\sigma^0_2}.$$

Therefore

$$\boxed{\;\rho_{xx,e}=\frac{\sqrt{1+\mu_*^2B^2}}{\sqrt{\sigma^0_1\sigma^0_2}},\qquad\rho_{yx,e}=\frac{(\mu_2-\mu_1)B}{\sigma^0_1+\sigma^0_2}\;} \tag{11}$$

The second result is

$$\frac{(1/\sigma^0_1)(\mu_2B/\sigma^0_2)-(1/\sigma^0_2)(\mu_1B/\sigma^0_1)}{1/\sigma^0_1+1/\sigma^0_2},$$

with numerator and denominator multiplied by $\sigma^0_1\sigma^0_2$.

The magnetoresistance comes from the difference of the Hall resistivities. Where current passes from one phase to the other, the Hall fields do not match, and the current must redistribute. For $\mu_*B\ll1$ the resistance exceeds its zero-field value by an amount proportional to $B^2$. For $\mu_*B\gg1$ it grows linearly, with slope $\mu_*/\sqrt{\sigma^0_1\sigma^0_2}$, as long as classical Drude transport still holds and the boundaries between the phases have negligible resistance. The second condition becomes more demanding as the field grows.

If the mobilities are equal, the Hall resistance vanishes at every ratio of the densities. A Hall density read off as $B/(e|\rho_{yx,e}|)$ therefore says little about either phase.

### (i) Evaluate the results for graphene gated into a checkerboard of electron and hole squares at 1 T.

**Solution.** The inputs are rough typical values: $n_1=1.0\times10^{12}$ cm$^{-2}$ and $\mu_1=10\,000$ cm²/Vs for electrons, $n_2=0.5\times10^{12}$ cm$^{-2}$ and $\mu_2=6000$ cm²/Vs for holes. The temperature is 77 K and the squares have sides of 50 µm. At 1 T, $\mu_1B=1.0$ and $\mu_2B=0.6$.

The zero-field conductivities are $\sigma^0_1=1.602$ mS and $\sigma^0_2=0.481$ mS. Equation (10) gives, in mS,

$$s_1=\frac{1.602}{2}=0.801,\quad h_1=-0.801,\qquad s_2=\frac{0.4807}{1.36}=0.353,\quad h_2=0.6\,s_2=0.212 .$$

From (7), again in mS and with unrounded intermediate values,

$$h_e=\frac{0.801\times0.212-0.353\times0.801}{0.801+0.353}=-0.098,$$
$$s_e=0.532\times\sqrt{1+\left(\frac{1.013}{1.155}\right)^2}=0.708 .$$

The finite-element solution of the checkerboard gives the same rounded values. The complex numbers $z_e$ from the two routes differ by $1.4\times10^{-4}$, relative to $|z_e|$. It also gives $t=0.4999$.

Equation (8) puts the centre of the circle at $x_0=-0.550$ mS, with $R=0.840$ mS. The film satisfies (9):

$$\sqrt{(-0.098+0.550)^2+0.708^2}\;\text{mS}=0.840\;\text{mS}.$$

For the resistance,

$$\mu_*B=\frac{0.481\times1.0+1.602\times0.6}{1.602+0.481}=0.692 .$$

At zero field $\rho_{xx,e}=1/\sqrt{\sigma^0_1\sigma^0_2}=1140$ Ω. At 1 T it is $1140\times\sqrt{1+0.692^2}=1386$ Ω, a rise of 21.6 %. The high-field slope would be 789 Ω/T in the classical model with ideal junctions.

The Hall resistance is $\rho_{yx,e}=-0.4/(2.083\ \text{mS})=-192$ Ω. It corresponds to an apparent density of $3.25\times10^{12}$ cm$^{-2}$, more than three times the larger of the two real densities.

### (j) Which neglected effects matter for these numbers?

**Solution.** *Local transport.* The mean free paths, $\hbar k_F\mu/e$ with $k_F=\sqrt{\pi n}$, are 117 nm for electrons and 49 nm for holes, at most 0.23 % of the side of a square.

*Junction resistance.* Between an electron and a hole square the density passes through zero. Assume that the potential energy changes linearly over 50 nm, by the sum of the Fermi energies, 116.7 and 82.5 meV. The slope is $F=3.98$ meV/nm. A carrier with wave number $k_y$ along the junction meets a forbidden strip $|x|<\hbar v|k_y|/F$, where $v=10^6$ m/s. The tunnelling exponent is twice the integral of $\sqrt{k_y^2-(Fx/\hbar v)^2}$ over the strip. This integral is the area of half an ellipse, so the transmission is $\exp(-\pi\hbar vk_y^2/F)$.

Direct integration of the Dirac equation at $k_y\sqrt{\hbar v/F}=0.5$ gives 0.449, against 0.456 from the formula. The difference, less than 2 %, comes from the finite range of the integration; for an unlimited linear potential the formula is exact. Summing over $k_y$, with a factor 4 for spin and valley, gives the conductance per unit width

$$G=\frac{4e^2}{h_{\rm P}}\int\frac{dk_y}{2\pi}\,e^{-\pi\hbar vk_y^2/F}=\frac{4e^2}{h_{\rm P}}\,\frac1{2\pi}\sqrt{\frac F{\hbar v}},$$

with $h_{\rm P}$ Planck's constant. The result is $1/G\approx520$ Ω µm, equal to the resistance of 0.42 µm of film with conductivity $s_1$. That is 0.8 % of the side. This comparison holds when the field along the junction is zero. If the Hall field develops freely, the resistivity is $1/\sigma^0_1$ and the length is 0.83 µm, so the length is fixed only to within a factor of two. The value of $1/G$ includes the contact resistance of ballistic channels, which would be present even at perfect transmission, so it overstates the resistance that the junction adds to the film. That contact resistance, $\pi h_{\rm P}/(4e^2k_F)$, is 114 Ω µm for the electrons and 162 Ω µm for the holes; the mean, about 140 Ω µm, is roughly a quarter of $1/G$.

The current crowds at the corners of the squares. Regions within 0.42 µm of a corner in both directions dissipate between 1 and 1.5 % of the power, although they cover only $(2\times0.0084)^2=0.03$ % of the area. An error of the order of one per cent in $\rho_{xx,e}$ is thus expected from the junctions. The Hall resistance is about seven times smaller than $\rho_{xx,e}$, so an error of similar size in ohms is several per cent of it. These are estimates, not bounds. They use the zero-field transmission, which is reasonable because $vB$ is only 0.25 of the electric field in the junction. They also treat the junction as free of scattering, although the mean free path of the holes is only about as long as the junction is wide.

*Temperature and quantum effects.* The thermal spread of the carrier energies enters through the term $(\pi^2/3)(k_BT/E_F)^2$, which is 1 % for electrons and 2 % for holes. This is only the scale of the correction; its actual size depends on how the mobility varies with energy. The cyclotron energies, 5.6 and 8.0 meV, are comparable with $k_BT=6.6$ meV. With the usual thermal and collision damping factors, the Landau oscillations in the conductivity have a relative size below $10^{-7}$. Quantum corrections to the conductivity have the scale $e^2/(\pi h_{\rm P})$, which is 1.7 % of $s_e$, multiplied by a logarithm that is not evaluated here.

*Comparison with real films.* The densities and mobilities used here are rough values, not measurements on one sample. The gated checkerboard is a designed structure. A film 1 mm wide would contain 20 squares along each side. Its edges, which the periodic model leaves out, would also change the resistance slightly.

The results also assume a uniform, known density in each square. At fixed mobilities and zero field, $\rho_{xx,e}\propto(n_1n_2)^{-1/2}$, so an error of 10 % in one density moves the resistance by about 5 %, more than the junction and thermal estimates above. Ungated graphene near charge neutrality also splits into electron and hole regions, but these are roughly tens of nanometres across. That is comparable with the mean free paths found here, so the local law, and with it (11), cannot be relied on for such a film. The full set of computed values is in the numerical output.

## Computed results

```
INPUT: graphene checkerboard, rough typical values
electrons: density 1.00e+12 cm^-2, mobility 10000 cm2/Vs, mu*B 1.00
holes: density 5.00e+11 cm^-2, mobility 6000 cm2/Vs, mu*B 0.60
field 1.0 T, temperature 77 K, square side 50 um
junction width 50 nm, Dirac velocity 1.0e+06 m/s
LOCAL AND EFFECTIVE SHEET CONDUCTIVITY
electrons: B=0 xx 1.6022 mS; B=1 T xx 0.8011 mS, xy -0.8011 mS
holes: B=0 xx 0.4807 mS; B=1 T xx 0.3534 mS, xy 0.2121 mS
film, formula: B=0 xx 0.8775 mS; B=1 T xx 0.7079 mS, xy -0.0981 mS
film, finite elements: B=0 xx 0.8777 mS; B=1 T xx 0.7079 mS, xy -0.0982 mS
relative error of finite elements at 1 T: coarse 5.6e-04, fine 1.4e-04
circle: centre -0.5496 mS, radius 0.8396 mS
Hall-free conductivity ratio electrons/holes: 0.162
arc position t of checkerboard (elements): 0.4999
OTHER ISOTROPIC FILMS (finite elements)
holes 25 %: xx 0.8376 mS, xy -0.4921 mS, off circle -3.7e-05, t 0.207
holes 75 %: xx 0.4899 mS, xy 0.1323 mS, off circle -1.3e-05, t 0.793
holes 50 %, islands: xx 0.7569 mS, xy -0.1862 mS, off circle -6.8e-05, t 0.424
relative error of the field-mixing map: 2.1e-05
FILMS WITHOUT ISOTROPY, phases 4 and 1 (arbitrary units)
stripes: across 1.6000, along 2.5000, product 4.0000
random sample sqrt(det) 2.010, complement 1.994, geometric mean 2.002
RESISTANCE OF THE CHECKERBOARD FILM
B 0.0 T: rho_xx 1139.5 ohm, rho_yx 0.0 ohm
B 0.5 T: rho_xx 1205.9 ohm, rho_yx -96.0 ohm
B 1.0 T: rho_xx 1386.0 ohm, rho_yx -192.0 ohm
magnetoresistance at 1 T: 21.6 %
apparent Hall density: 3.25e+12 cm^-2
classical high-field slope of rho_xx: 788.9 ohm/T
NEGLECTED EFFECTS
electrons: Fermi energy 116.7 meV, mean free path 117 nm, path/side 2.3e-03
electrons: thermal term (pi^2/3)(kT/E_F)^2 1.1e-02, Landau oscillation 6.6e-10
holes: Fermi energy 82.5 meV, mean free path 49 nm, path/side 9.9e-04
holes: thermal term (pi^2/3)(kT/E_F)^2 2.1e-02, Landau oscillation 5.2e-08
thermal energy 6.64 meV; cyclotron energies 5.64 and 7.98 meV
junction transmission at scaled k=0.5: integrated 0.449, exp(-pi k^2) 0.456
p-n junction resistance 521 ohm um, equivalent film length 0.42 um
equivalent length/side 8.4e-03; power within it of corners 1.1 %
v*B over junction electric field: 0.25
quantum correction scale e^2/(pi h) over film xx: 1.7e-02
```
